\section*{The electron-phonon averaged approximation and its failure for polar coupling}

\section{An electron at the bottom of a band}

Put one electron at the bottom of an empty parabolic band, $E=\hbar^2k^2/2m$, and let it interact with one phonon branch of fixed energy $\hbar\omega_0$. It cannot emit. It can absorb, and every final state then has the wavevector length $k_0=\sqrt{2m\omega_0/\hbar}$. With $n$ the phonon occupation, $V$ the crystal volume and $D(E)$ the density of states per spin and volume, the golden rule gives
\begin{equation}
\Gamma=\frac{2\pi}{\hbar}\,n\,\bigl[V|g|^2\bigr]_{q=k_0}D(\hbar\omega_0).
\end{equation}
The rate is a density of states at a shifted energy times a squared coupling.

Now replace the squared coupling by its mean over all pairs of states with energies below some width $\Delta>\hbar\omega_0$. If $|g|^2$ is constant, nothing changes. If $|g|^2=C/(Vq^2)$, as for polar modes, the correct value of $V|g|^2$ is $C/k_0^2$, whereas its mean is governed by the size of the averaging region, $K^2=2m\Delta/\hbar^2$. It is shown below to be $9C/(4K^2)$. The rate is therefore multiplied by $9\hbar\omega_0/(4\Delta)$, a factor set by a numerical parameter.

\section{Setting and theorem}

Let $i,j$ label bands, $\nu$ phonon branches, and $N$ the number of cells. Spin is conserved and $g$ is treated to lowest order. In (\ref{rate}) the squared coupling of one crystal mode is written $|g|^2/N$. Wherever the crystal volume $V$ appears, as in the introduction and for polar coupling, the factor $1/N$ is instead included in $|g|^2$. Consider a small excess population in state $i\mathbf k$. For a partner state at higher energy, with occupation $f'$, the excess is lost by absorption, with weight $n(1-f')$. It also blocks emission from the partner, with weight $(n+1)f'$. The sum is $n+f'$. For a partner at lower energy the sum is $(n+1)(1-f')+nf'=n+1-f'$. The decay rate is thus
\begin{align}
\frac1{\tau_{i\mathbf k}}=\frac{2\pi}{\hbar N}\sum_{j\nu\mathbf q}|g_{ji\nu}(\mathbf k,\mathbf q)|^2
\bigl\{&[n+f(\varepsilon')]\,\delta(\varepsilon_{i\mathbf k}+\hbar\omega-\varepsilon')\nonumber\\
+&[n+1-f(\varepsilon')]\,\delta(\varepsilon_{i\mathbf k}-\hbar\omega-\varepsilon')\bigr\},
\label{rate}
\end{align}
with $\varepsilon'=\varepsilon_{j,\mathbf k+\mathbf q}$, $\omega=\omega_{\nu\mathbf q}$ and $n=n(\omega)$. Define, for a dense mesh,
\begin{align}
D(E)&=\frac1N\sum_{i\mathbf k}\delta(E-\varepsilon_{i\mathbf k}),\\
G_\nu(E,E')&=\frac{\sum_{i\mathbf k,j\mathbf k'}|g_{ji\nu}(\mathbf k,\mathbf k'-\mathbf k)|^2\delta(E-\varepsilon_{i\mathbf k})\delta(E'-\varepsilon_{j\mathbf k'})}{N^2D(E)D(E')}.
\label{G}
\end{align}
Here $G_\nu$ is the mean squared coupling between two energy shells.

\paragraph{Theorem.}
(a) If each branch has a fixed energy $\hbar\omega_\nu$, the average of (\ref{rate}) over the shell of energy $E$ is
\begin{align}
\frac1{\tau(E)}=\frac{2\pi}\hbar\sum_\nu\bigl\{&G_\nu(E,E_\nu^+)[n_\nu+f(E_\nu^+)]D(E_\nu^+)\nonumber\\
+&G_\nu(E,E_\nu^-)[n_\nu+1-f(E_\nu^-)]D(E_\nu^-)\bigr\},
\label{epa}
\end{align}
with $E_\nu^\pm=E\pm\hbar\omega_\nu$.

(b) If a branch has a narrow spread of energies, over which $G_\nu$, $D$ and the occupations vary smoothly, let EPA replace these energies by their coupling-weighted mean on the final shell. If the distribution of phonon energies also changes slowly with the final energy, so that the slope $d(\hbar\bar\omega)/dE'$ at fixed $E$ is small, the true rate minus the EPA rate, divided by the EPA rate, equals $\pm d(\hbar\bar\omega)/dE'$ to first order, for absorption and emission respectively.

(c) For $|g|^2=C/(Vq^2)$ in a parabolic band, (\ref{epa}) with $G$ resolved on shell gives the correct total rate of every state. With $G$ averaged over a lowest energy bin of width $\Delta>\hbar\omega_0$, the rate at the band bottom is wrong by the factor $9\hbar\omega_0/(4\Delta)$.

(d) In the case of (c) with nondegenerate electrons, $\tau(E)$ with $G$ resolved on shell is shorter than the time that determines the mobility.

The electron-phonon averaged (EPA) approximation uses (\ref{epa}) with mean phonon energies and bin averages of $|g|^2$, assigns $\tau(E)$ to every state of the shell, and uses it as the transport time. Part (c) locates the polar failure: it lies in the averaging over finite bins, not in the shell average of the total rate. Part (d) adds a second failure, which finer bins do not cure.

\section{Proof of (a): the shell identity}

Multiply (\ref{rate}) by $\delta(E-\varepsilon_{i\mathbf k})$, sum over $i\mathbf k$, and divide by $ND(E)$. In the absorption term put $\mathbf k'=\mathbf k+\mathbf q$. The two delta functions fix $\varepsilon'=E_\nu^+$, so the factor $n_\nu+f(E_\nu^+)$ leaves the sum, and
\begin{equation}
\frac{1}{N^2D(E)}\sum_{i\mathbf k,j\mathbf k'}|g|^2\delta(E-\varepsilon_{i\mathbf k})\delta(E_\nu^+-\varepsilon_{j\mathbf k'})=G_\nu(E,E_\nu^+)D(E_\nu^+)
\end{equation}
by (\ref{G}). Emission goes the same way with $E_\nu^-$. $\square$

\paragraph{Remark: what the average discards.}
Take a cubic band $\varepsilon=-2t(\cos k_x+\cos k_y+\cos k_z)$, lattice constant one, and $|g|^2=g_0^2(1+b\cos q_x)$. Since $\cos(k_x'-k_x)=\cos k_x'\cos k_x+\sin k_x'\sin k_x$ and the sine averages to zero on a shell, only the first product survives. Cubic symmetry gives $\langle\cos k_x\rangle_E=-E/6t$, hence
\begin{equation}
G(E,E')=g_0^2\left(1+\frac{b\,EE'}{36t^2}\right).
\end{equation}
Before the average over the initial shell, the bracket is $1-b\cos k_x\,E'/6t$, which differs from state to state. For $b=0.9$, $E=-3.6t$, $\hbar\omega=0.5t$, $k_BT=t$ and chemical potential $-4t$, a direct sum over the zone gives the shell rate $0.2936$ and (\ref{epa}) gives $0.2934$, in units of $2\pi g_0^2/\hbar t$. The small difference is within the tolerance set by the smeared shells of the direct sum. In the direct sum the standard deviation of the rates on the smeared shell is 14.6\% of their mean. EPA drops this variation.

\section{Proof of (b): averaging the phonon energy}

Write $w=\hbar\omega$. At fixed $E$, let $p(w|E')$ be the distribution of $w$ over pairs with final energy $E'$, weighted by $|g|^2$, and let $\bar w(E')$ be its mean. With $B(E')=G(E,E')D(E')$ and $\mathcal N(w,E')=n(w)+f(E')$, the absorption rate is $2\pi/\hbar$ times
\begin{equation}
R=\int dE'\,B(E')\int dw\,p(w|E')\,\mathcal N(w,E')\,\delta(E+w-E').
\end{equation}
Choose the reference $w_*$ on shell, $w_*=\bar w(E_*)$ with $E_*=E+w_*$. To first order in $w-w_*$,
\begin{align}
\delta(E+w-E')&=\delta(E_*-E')+(w-w_*)\,\partial_{E_*}\delta(E_*-E'),\\
\mathcal N(w,E')&=\mathcal N(w_*,E')+(w-w_*)\,\partial_w\mathcal N.
\end{align}
The correction from $\partial_w\mathcal N$ is proportional to $\bar w(E_*)-w_*=0$. The other correction is
\begin{equation}
\frac{d}{dE'}\Bigl[B\,\mathcal N(w_*,E')\,(\bar w(E')-w_*)\Bigr]_{E_*}=B\,\mathcal N\,\bar w'(E_*),
\end{equation}
because the derivative of $B\mathcal N$ multiplies zero. Relative to the EPA term $B\mathcal N$, the true rate thus differs by $+\bar w'$. For emission, $w$ enters the delta function with the opposite sign, which gives $-\bar w'$. $\square$

A narrow spread alone does not make the slope small. If $w$ is sharp at each final energy, the delta function gives the absorption rate $B\mathcal N/|1-\bar w'|$, so a slope of $0.5$ doubles the rate however narrow the branch is; the result $+\bar w'$ is the first term of this expression. Where $B$ and $p$ are smooth over the spread, a narrow spread has a second-order effect if the mean phonon energy does not change with final energy. The expansion fails when the final energy lies within about the spread of a band edge, because $D$ starts there as a square root. As an example take constant coupling in a parabolic band and $w=1-sq^2$, in the units $\hbar\omega_0$ and $k_0$. The angular mean of $q^2$ is $k^2+k'^2=E+E'$, so $\bar w=1-s(E+E')$ and $\bar w'=-s$. For $s=0.001$, $E=2$ and $k_BT=0.65$ the true rate divided by the EPA rate, minus one, is $-0.000988$ for absorption and $+0.001005$ for emission, as predicted up to terms of order $s^2$. The numerical output calls this quantity the relative error; a negative value means that EPA is too high. A zone-wide mean that differs from $w_*$ adds a further first-order error. Long-wave acoustic modes lie outside this expansion: their energies reach zero, where $n(w)$ diverges and the spread is not narrow.

\section{Proof of (c): polar coupling}

\subsection{The coupling and the resolved rate}

The strength $C$ follows from static screening. A coupling linear in the phonon displacement, acting on a static electron number density with Fourier component $\rho_{\mathbf q}$, lowers the energy of each mode by $|g|^2|\rho_{\mathbf q}|^2/\hbar\omega_0$. The Coulomb energy is $\frac12v_q|\rho_{\mathbf q}|^2$ per mode, so the lattice changes $v_q$ by $-2|g|^2/\hbar\omega_0$. This must turn $e^2/(\epsilon_{\rm vac}\epsilon_\infty Vq^2)$, screened by electrons alone, into the same expression with the static constant $\epsilon_s$. Hence
\begin{equation}
|g|^2=\frac{C}{Vq^2},\qquad C=\frac{e^2\hbar\omega_0}{2\epsilon_{\rm vac}}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).
\end{equation}
From here $D$ is per volume and $G$ is the shell mean of $V|g|^2$. Let $c$ be the cosine of the angle between $\mathbf k$ and $\mathbf k'$. Then
\begin{equation}
G=\frac12\int_{-1}^{1}\frac{C\,dc}{k^2+k'^2-2kk'c}=\frac{C\,L}{2kk'},\qquad L=\ln\frac{k+k'}{|k-k'|}.
\label{Gpolar}
\end{equation}
The density of states is $D(E')=\frac{4\pi k'^2}{(2\pi)^3}\frac{dk'}{dE'}=\frac{mk'}{2\pi^2\hbar^2}$. The factor $k'$ cancels in the product:
\begin{equation}
\frac{2\pi}{\hbar}GD=\frac{mCL}{2\pi\hbar^3k}=\alpha\omega_0\frac{k_0}{k}L,\qquad \alpha=\frac{Ck_0}{4\pi(\hbar\omega_0)^2},
\end{equation}
where $m\omega_0/\hbar=k_0^2/2$ was used. Energy conservation gives $|k^2-k'^2|=k_0^2$, so $L=2\ln[(k+k')/k_0]$. Since $\operatorname{asinh}x=\ln(x+\sqrt{x^2+1})$, this is $2\operatorname{asinh}(k/k_0)$ for absorption and $2\operatorname{asinh}(k'/k_0)$ for emission. For an otherwise empty band,
\begin{equation}
\Gamma=2\alpha\omega_0\sqrt{\frac{\hbar\omega_0}{E}}\left[n\operatorname{asinh}\sqrt{\frac{E}{\hbar\omega_0}}+(n+1)\operatorname{asinh}\sqrt{\frac{E}{\hbar\omega_0}-1}\right],
\label{frohlich}
\end{equation}
the second term being present for $E>\hbar\omega_0$. All states of a shell are equivalent here, so this is the golden-rule rate of each one. A direct integral over $\mathbf q$ with a smeared energy delta function agrees with (\ref{frohlich}) to 0.02\% at 80 meV for the parameters given below.

\subsection{The bin average}

\paragraph{Lemma.} The mean of $1/q^2$ over pairs of points in a ball of radius $K$ is $9/(4K^2)$.

\paragraph{Proof.} By (\ref{Gpolar}) and the weights $k^2$, $k'^2$, the mean is
\begin{equation}
\frac{9}{K^6}\cdot\frac12\int_0^Kdk\,k\int_0^Kdk'\,k'L.
\end{equation}
The inner integral is
\begin{equation}
I(k)=kK+\tfrac12(K^2-k^2)\ln\frac{K+k}{|K-k|}.
\end{equation}
To see this, regard the right side as a function of $K$. It vanishes at $K=0$, and its derivative is $k+KL(k,K)-k=KL(k,K)$, the integrand at the upper limit. In the outer integral the first term gives $K^4/3$. The second is integrated by parts, with $-(K^2-k^2)^2/4$ as antiderivative of $k(K^2-k^2)$ and $2K/(K^2-k^2)$ as derivative of the logarithm. The boundary terms vanish, leaving
\begin{equation}
\frac12\int_0^K\frac{(K^2-k^2)^2}{4}\,\frac{2K}{K^2-k^2}\,dk=\frac K4\cdot\frac{2K^3}{3}=\frac{K^4}{6}.
\end{equation}
The sum is $K^4/2$, and $\frac{9}{2K^6}\cdot\frac{K^4}{2}=\frac{9}{4K^2}$. $\square$

A uniform mesh weights pairs in just this way. If both energies lie in the lowest bin, the binned rate of either channel, divided by the true one, is
\begin{equation}
\frac{9C/(4K^2)}{CL/(2kk')}=\frac{9\,kk'}{2K^2L}.
\label{ratio}
\end{equation}
At the band bottom $k'=k_0$ and $L\to2k/k_0$, so the ratio tends to $9k_0^2/(4K^2)=9\hbar\omega_0/(4\Delta)$. This proves (c). $\square$

For $\hbar\omega_0=40$ meV and $\Delta=400$ meV the factor is $0.225$. As a control, let the coupling be $\propto1/(q^2+Q^2)$ with $Q^2=100k_0^2$. The same bin then gives $0.91$: no pair in the bin has $q^2$ above $4K^2=40k_0^2$, so the coupling falls by less than 30\% across the bin. The size of the error thus depends on how strongly the coupling varies within the bin.

\paragraph{Remark: the coarse mesh.}
The point $q=0$ has no finite polar coupling and may be omitted from a mesh. On an $M^3$ mesh of spacing $h\propto1/M$, the omitted cell carries $\int d^3q/q^2\propto h$. The other cells near the origin have errors of the same scaling, and their sum converges because the error of a distant cell falls as the inverse fourth power of its distance. The mean of $1/q^2$ over the zone is therefore too small by a fraction that falls only as $1/M$. For a simple cubic zone the loss is 12.6\%, 6.1\% and 3.0\% for $M=9$, 19 and 39.

\section{Proof of (d): the lost direction}

Let a field $\mathbf F$ act on nondegenerate electrons of charge $-e$, with equilibrium occupation $f_0\propto e^{-E/k_BT}$. Let $W_{\mathbf k\mathbf k'}$ be the transition rate from $\mathbf k$ to $\mathbf k'$. The steady linearized Boltzmann equation is
\begin{equation}
\frac{e\mathbf F\cdot\mathbf v}{k_BT}f_0=\sum_{\mathbf k'}\left[W_{\mathbf k'\mathbf k}\,\delta f_{\mathbf k'}-W_{\mathbf k\mathbf k'}\,\delta f_{\mathbf k}\right].
\end{equation}
Write $\delta f=-(e\mathbf F\cdot\mathbf v/k_BT)f_0X(E)$ and use detailed balance, $W_{\mathbf k'\mathbf k}f_0'=W_{\mathbf k\mathbf k'}f_0$. The common factor cancels:
\begin{equation}
\mathbf F\cdot\mathbf v=\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}\left[\mathbf F\cdot\mathbf v\,X(E)-\mathbf F\cdot\mathbf v'\,X(E')\right].
\end{equation}
Averaged over the azimuth around $\mathbf k$, $\mathbf v'$ becomes $\mathbf v\,(k'/k)\cos\theta$. With $W_\pm$ the total rates of absorption and emission,
\begin{equation}
\Gamma(E)X(E)=1+\sum_\pm W_\pm\langle\cos\theta\rangle_\pm\frac{k'_\pm}{k}X(E\pm\hbar\omega_0).
\label{bte}
\end{equation}
Constant coupling has $\langle\cos\theta\rangle=0$ and $X=1/\Gamma$. For polar coupling put $a=(k^2+k'^2)/(2kk')$. The weight in $c$ is proportional to $1/(a-c)$, and $\ln[(a+1)/(a-1)]=2L$, so
\begin{equation}
\langle\cos\theta\rangle=\frac{\int_{-1}^1c\,dc/(a-c)}{\int_{-1}^1dc/(a-c)}=\frac{2aL-2}{2L}=a-\frac1L.
\end{equation}
Since $L=\operatorname{artanh}(1/a)>1/a$, this is positive: scattering favours the forward direction.

It remains to show that $X$ is positive. Consider the ladder $E,E\pm\hbar\omega_0,\dots$, cut at a high energy where the population is negligible. In units of $k_0$, $k'^2=k^2\pm1$ gives
\begin{equation}
\frac{k'}{k}\langle\cos\theta\rangle=1\pm\frac1{2k^2}-\frac{k'}{kL}.
\end{equation}
For emission this is below one. For absorption it is below one if $L<2kk'$, that is $\operatorname{asinh}k<k\sqrt{k^2+1}$, which holds because $\operatorname{asinh}k<k$. After division of (\ref{bte}) by $\Gamma$, the coefficients of the $X$ on the right are nonnegative and sum to less than one on each rung. Iteration from $X=1/\Gamma$ therefore converges with nonnegative terms. Thus $X\ge1/\Gamma>0$, and the positive neighbour terms in (\ref{bte}) make the inequality strict. $\square$

The current follows from $\delta f$. With $v^2=2E/m$, one third of it along the field, and $\int E^{3/2}e^{-E/k_BT}dE=\frac32k_BT\int E^{1/2}e^{-E/k_BT}dE$, the mobility is
\begin{equation}
\mu=\frac em\,\frac{\int E^{3/2}X(E)\,e^{-E/k_BT}dE}{\int E^{3/2}e^{-E/k_BT}dE}.
\end{equation}
EPA sets $X=\tau(E)$. In this model the resolved version therefore underestimates $\mu$.

\section{Numbers for a model polar semiconductor}

Take $m=0.1m_e$, $\hbar\omega_0=40$ meV, $\epsilon_\infty=10$, $\epsilon_s=15$ and $T=300$ K. Then $n=0.2704$, $k_0=0.3240$ nm$^{-1}$, $C=0.012063$ eV$^2$\,nm, and
\begin{equation}
\alpha=\frac{0.012063\times0.3240}{4\pi\,(0.040)^2}=0.194,
\end{equation}
a weak coupling, as lowest order requires. At $E=60$ meV absorption leads to 100 meV, where $D=0.03406$ eV$^{-1}$nm$^{-3}$ and $G=0.06122$ eV$^2$nm$^3$. With $2\pi/\hbar=2\pi\omega_0/(\hbar\omega_0)=2\pi\times60.771/0.040=9546$ eV$^{-1}$ps$^{-1}$,
\begin{equation}
W_+=9546\times0.06122\times0.2704\times0.03406=5.38\ \text{ps}^{-1}.
\end{equation}
Emission leads to 20 meV, with $D=0.01523$ and $G=0.08737$ in the same units, and $W_-=9546\times0.08737\times1.2704\times0.01523=16.1$ ps$^{-1}$. The total is $21.5$ ps$^{-1}$. A 400 meV bin replaces both values of $G$ by $0.02585$ eV$^2$nm$^3$, and the total falls to $7.0$ ps$^{-1}$, a third of the true rate.

The mean cosines at 60 meV are $0.55$ for absorption and $0.40$ for emission. At 20 meV the lifetime $1/\Gamma$ is $0.168$ ps, while $X=0.239$ ps. A random-flight simulation, which sums the remembered velocity over successive collisions, gives the same $0.239$ ps.

The Boltzmann equation yields $\mu=2590$ cm$^2$/(V\,s). EPA resolved on shell yields 1530 cm$^2$/(V\,s), 41\% too low relative to the Boltzmann value. With finite bins the ratio to the Boltzmann value is
\begin{equation}
\begin{array}{l|cccccc}
\Delta\ (\text{meV})&5&20&40&100&200&400\\ \hline
\mu_{\rm EPA}/\mu&0.59&0.58&0.53&0.49&0.90&1.79
\end{array}
\end{equation}
The dependence on $\Delta$ is not monotonic, and (\ref{ratio}) shows why both signs occur. The binned $G$ in the lowest bin scales as $1/\Delta$, so for 100 meV it is $4\times0.02585=0.1034$ eV$^2$nm$^3$. That exceeds the on-shell value for emission at 60 meV by the factor $0.1034/0.08737=1.18$, although at the band bottom the factor is $9\times40/400=0.9$. The rates are too high over most of the bin, not only near its top, and this lowers the mobility. For 400 meV the rates are too low both at the bottom and at 60 meV, and the mobility is too high.

The value $0.90$ at 200 meV is no sign of accuracy. The bin error there offsets much of the error from the lost direction. Because the mobility varies continuously with $\Delta$, some width between 200 and 400 meV reproduces the Boltzmann value by cancellation. Converging the bins removes one error and exposes the other.

\paragraph{Remark: a remedy.}
Split the coupling as $g=g_L+g_S$, with $g_L\propto1/q$ the polar part. Then
\begin{equation}
|g|^2=|g_L|^2+2\operatorname{Re}(g_L^*g_S)+|g_S|^2.
\end{equation}
The first two terms vary strongly at small $q$ and must keep their dependence on $\mathbf q$. The last may be averaged in energy bins if it is smooth. This removes the polar bin error from the rate. The mobility also needs the return term of (\ref{bte}). Screening by free carriers, left out here, would weaken the small-$q$ coupling and change both errors. The remaining computed values are in the numerical output below.

\section*{Calculated quantities}
\begin{verbatim}
lattice: direct shell rate 0.2936, EPA 0.2934 (2 pi g0^2/(hbar t))
lattice: relative spread of rates on the shell 0.146
dispersion slope -0.001: relative error absorption -0.000988, emission 0.001005
mass 0.1 m_e, phonon 40.0 meV, eps_inf 10.0, eps_0 15.0, T 300.0 K
kT = 25.852 meV, phonon occupation = 0.2704
Froehlich alpha = 0.1944, w0 = 60.771 1/ps, k0 = 0.3240 1/nm
C = 0.012063 eV^2 nm
60 meV absorption: final energy 100.0 meV, L = 2.0634
  D = 0.03406 1/(eV nm^3), rate = 5.3816 1/ps
  G on shell = 0.06122, 400 meV bin = 0.02585 eV^2 nm^3
  mean cosine = 0.5482
60 meV emission: final energy 20.0 meV, L = 1.3170
  D = 0.01523 1/(eV nm^3), rate = 16.1384 1/ps
  G on shell = 0.08737, 400 meV bin = 0.02585 eV^2 nm^3
  mean cosine = 0.3954
60 meV total rate: on shell 21.5200, 400 meV bins 7.0484 1/ps
smeared momentum integral / closed rate at 80 meV = 1.00018
ball mean of K^2/q^2 = 2.25000
band bottom, 400 meV bin: binned/true rate = 0.2250
same ratio with screening Q^2 = 100 k0^2: 0.9061
mesh 9^3 without q=0: lost fraction of mean 1/q^2 = 0.1263
mesh 19^3 without q=0: lost fraction of mean 1/q^2 = 0.0605
mesh 39^3 without q=0: lost fraction of mean 1/q^2 = 0.0296
20 meV: 1/rate 0.1681 ps, transport time 0.2387 ps
20 meV: transport time from random flights 0.2388 ps
mobility, Boltzmann equation = 2592.3 cm^2/(V s)
mobility, EPA resolved on shell = 1526.5 cm^2/(V s), ratio 0.5889
mobility, EPA bins 5 meV = 1524.6 cm^2/(V s), ratio 0.5881
mobility, EPA bins 20 meV = 1495.0 cm^2/(V s), ratio 0.5767
mobility, EPA bins 40 meV = 1382.0 cm^2/(V s), ratio 0.5331
mobility, EPA bins 100 meV = 1276.4 cm^2/(V s), ratio 0.4924
mobility, EPA bins 200 meV = 2329.0 cm^2/(V s), ratio 0.8984
mobility, EPA bins 400 meV = 4642.9 cm^2/(V s), ratio 1.7910
\end{verbatim}
